How Large Is Two-Electron Picture Change in Helium-Like Ions?

**Question**

A one-electron X2C calculation transforms the Dirac Hamiltonian of an electron in the nuclear field to two-component form, but keeps the electron repulsion as the plain operator 1/r₁₂. For a helium-like ion with nuclear charge Z, how far does the Hartree-Fock energy then lie from the Dirac-Coulomb Hartree-Fock energy, in which direction, and how does the error scale with Z?

**Answer**

The X2C energy is too high, and for 1 ≪ Z ≪ c the error is

ΔE = E(X2C) − E(DC) ≈ Z³/(8c²).

Atomic units are used in the algebra, with c ≈ 137.036. The nucleus is a point charge, the state is 1s², and both energies are mean-field energies. The Dirac-Coulomb (DC) Hamiltonian contains no Breit interaction.

**What the transformation does to a potential**

Measure the energy E from the rest energy. The lower row of the Dirac equation for an electron in a potential V is

c σ·p ψ_L + (V − 2c² − E) ψ_S = 0.

Where |E − V| is small compared with 2c², this gives

ψ_S = Xψ_L, X ≈ σ·p/(2c).

Near a point nucleus the condition fails within r of about Z/(2c²). This is a fraction Z²/(2c²) of the orbital radius 1/Z, so the expansion is usable for Z ≪ c.

The normalized two-component orbital φ must satisfy ⟨φ|φ⟩ = ⟨ψ_L|1 + X†X|ψ_L⟩. The Hermitian choice, used here and in the computation, is ψ_L = Rφ with

R = (1 + X†X)^(−1/2) ≈ 1 − p²/(8c²),

because (σ·p)² = p². The choice matters. A further rotation of the two-component space by an angle of order 1/c² would, with 1/r₁₂ left as it is, change the error at the same order.

Let W be any additional potential. Its four-component expectation value is ⟨ψ_L|W|ψ_L⟩ + ⟨ψ_S|W|ψ_S⟩, so the operator that belongs with φ is

W′ = R(W + X†WX)R
≈ W + (1/4c²)[σ·p W σ·p − ½(p²W + Wp²)].

To simplify the bracket, move p to the right with p = −i∇:

σ·p W σ·p = Wp² − i∇W·p + σ·(∇W × p),

½(p²W + Wp²) = Wp² − i∇W·p − ½∇²W.

The first line uses (σ·a)(σ·b) = a·b + iσ·(a × b). Subtraction leaves

W′ ≈ W + ∇²W/(8c²) + σ·(∇W × p)/(4c²).

The second term is a Darwin term and the third a spin-orbit term. Using W in place of W′ is the neglect of picture change.

**The missing two-electron operator**

Now take W = 1/r₁₂. To order 1/c² the corrections from transforming electron 1 and electron 2 add. Since ∇₁²(1/r₁₂) = −4πδ(r₁₂), and the same holds for ∇₂², the Darwin terms give

2 × (1/8c²) × (−4π) δ(r₁₂) = −(π/c²) δ(r₁₂).

The spin-orbit terms do not contribute to the energy of 1s² at this order. The state is a spatial product times a spin singlet, and the expectation value of each electron's spin vanishes in a singlet.

The missing operator is negative, so leaving it out raises the energy:

ΔE ≈ (π/c²)⟨δ(r₁₂)⟩.

There is a simple picture of the sign. Integrating the Darwin term by parts moves the Laplacian from W to the density, so for an s orbital the four-component density is

ρ₄ ≈ |φ|² + ∇²|φ|²/(8c²).

Spreading a charge isotropically with mean-square displacement s² changes its density by s²∇²ρ/6. Here s² = 3/(4c²), so each electron acts as the charge |φ|² smeared over a distance of about 0.87/c. Smearing lowers the repulsion at short range. Each of the two smeared charges contributes half of the reduction, and the untransformed operator misses all of it.

**From the operator to Z³**

At leading order in 1/Z both electrons occupy the hydrogenic orbital, with one-electron density ρ = (Z³/π)e^(−2Zr). Then

⟨δ(r₁₂)⟩ = ∫ρ² d³r
= (Z⁶/π²) · 4π ∫₀^∞ r² e^(−4Zr) dr
= (Z⁶/π²) · 4π · 2/(4Z)³
= Z³/(8π).

Multiplication by π/c² gives ΔE ≈ Z³/(8c²). The power follows from the contact nature of the operator: the squared density grows as Z⁶, while the volume of the ion shrinks as Z⁻³.

Three comparisons put this in proportion.

- Relative to the nonrelativistic repulsion 5Z/8, the error is Z²/(5c²).
- Relative to the leading total energy −Z², its magnitude is Z/(8c²).
- The Dirac 1s energy expands as −Z²/2 − Z⁴/(8c²), so two electrons have a one-electron relativistic correction of −Z⁴/(4c²). The picture-change error is 1/(2Z) of that in magnitude.

The error therefore grows with Z in absolute terms but becomes a smaller part of the relativistic correction, as long as Z ≪ c.

**Why the difference of two Hartree-Fock totals measures this**

The two 1s spinors have upper parts g(r)χ and lower parts i f(r) σ·r̂ χ, with χ spin up or spin down. Since (σ·r̂)² = 1, their pointwise product is (g² + f²)χ↑†χ↓ = 0. Exchange between them vanishes, each self-repulsion cancels against self-exchange, and the energy is

E = 2h + J,

where h is the one-electron energy and J the repulsion of two equal orbital densities. The two-component energy has the same form.

Consider an intermediate calculation in which 1/r₁₂ is also transformed, with the same X and R obtained from the bare nucleus. It differs from the X2C calculation in J alone, by an amount of order 1/c². Each energy is a minimum with respect to φ, so orbital relaxation enters at order 1/c⁴, and the leading difference is the contact term.

The intermediate energy still differs from the DC energy, because X ignores the mean field W of the other electron. That field couples the orbital to negative-energy states. With e = (φ, σ·pφ/2c) and n = (−σ·pχ/2c, χ), where χ is now any two-component function,

⟨n|W|e⟩ = ⟨χ|Wσ·p − σ·pW|φ⟩/(2c) = ⟨χ|iσ·∇W|φ⟩/(2c).

These states lie about 2c² below the orbital, so second-order mixing pushes each electron up by ⟨|∇W|²⟩/(4c²) divided by 2c². For two electrons,

E(transformed) − E(DC) ≈ −⟨|∇W|²⟩/(4c⁴).

For hydrogenic densities ⟨|∇W|²⟩ = 0.0689 Z⁴. The remainder is then about 0.14 Z/c² of the main error, which is negligible here. At Z = 20 the formula gives −2.1 × 10⁻⁴ eV and the computation −1.9 × 10⁻⁴ eV; the formula leaves out screening and higher powers of Z/c.

**Screening**

Each electron partly shields the nucleus from the other. With a hydrogenic trial orbital of exponent ζ, the nonrelativistic energy is

E(ζ) = ζ² − 2Zζ + 5ζ/8.

Setting dE/dζ = 2ζ − 2Z + 5/8 to zero gives ζ = Z − 5/16. The contact density scales as ζ³, so the improved estimate is

ΔE ≈ (Z³/8c²)(1 − 5/(16Z))³.

Correlation is absent from both mean-field energies. In lengths scaled by Z, the repulsion is a perturbation of relative strength 1/Z, so correlation also changes the contact density at relative order 1/Z. It leaves the leading Z³ term alone, but it lowers the contact density by about as much as screening does. The nonrelativistic correlated ⟨δ(r₁₂)⟩ is about 0.56 of the Hartree-Fock value at Z = 2, 0.93 at Z = 14 and 0.97 at Z = 30. The mean-field values below should therefore not be read as the error of a correlated calculation.

**Example: the helium-like silicon ion**

For Z = 14, Z/c = 0.102 and the orbital radius 1/Z is 0.0378 Å. The prefactor 1/(8c²) is 1.8113 × 10⁻⁴ eV, so

Z³/(8c²) = 2744 × 1.8113 × 10⁻⁴ eV = 0.497 eV.

The computed Hartree-Fock totals are −5110.99 eV for X2C and −5111.45 eV for Dirac-Coulomb. Their difference, taken from the unrounded values and unchanged in a finer basis, is

ΔE = 0.463 eV (0.0170 hartree).

The simple estimate is 7% above this value. Screening accounts for most of the excess: the factor (13.6875/14)³ = 0.9345 brings the estimate to 0.464 eV.

The repulsion of two bare-nucleus 1s orbitals shows where the error sits. It is 238.10 eV without relativity, 239.02 eV with four-component densities, and 239.52 eV with X2C orbitals and untransformed 1/r₁₂. Relativity should raise this repulsion by 0.92 eV; the untransformed operator raises it by 1.42 eV.

When 1/r₁₂ is transformed as well, the total differs from the DC value by −4.5 × 10⁻⁵ eV, about one ten-thousandth of the original error. This identifies the neglected two-electron transformation as its cause.

**Where the estimate holds**

Let f be the ratio of the bare-orbital error in J to Z³/(8c²). It measures relativity beyond leading order, and it tends to 1 for small Z/c. The computed values are:

| Z | ΔE (eV) | Z³/(8c²) (eV) | screening factor | f |
|---|---|---|---|---|
| 2 | 0.00087 | 0.00145 | 0.601 | 1.000 |
| 14 | 0.463 | 0.497 | 0.935 | 0.998 |
| 30 | 4.72 | 4.89 | 0.969 | 0.998 |
| 50 | 22.7 | 22.6 | 0.981 | 1.022 |
| 80 | 107.0 | 92.7 | 0.988 | 1.170 |

For these ions the product of the estimate, the screening factor and f reproduces ΔE within 1%. At Z = 2 screening removes 40% of the estimate. At Z = 80 higher-order relativity adds 17%, and the expansion in Z/c is no longer a good guide. The close agreement at Z = 50 comes from a cancellation: screening lowers the value by about 2% and higher-order relativity raises it by about as much. The factor f is not monotonic, since it dips slightly below 1 before it rises. The values belong to the point-nucleus model. A Gaussian nuclear charge of realistic radius lowers ΔE at Z = 80 by about 0.2 eV, to 106.8 eV, and leaves the lighter rows unchanged to the digits shown.

Removing this error gives agreement with the Dirac-Coulomb mean field, not with a complete theory of the ion. The Breit interaction is smaller than the repulsion by a factor of order v²/c². With v of order Z and a repulsion of order Z, it too scales as Z³/c², so it has to be considered whenever the picture-change error matters. At Z = 14 its magnetic (Gaunt) part raises the DC energy by 0.93 eV, close to Z³/(4c²) = 0.99 eV, which is twice ΔE and of the same sign. The untransformed X2C total thus lies 0.47 eV below the Dirac-Coulomb-Gaunt energy, while the DC total lies 0.93 eV below it. For this 1s² state, removing the picture-change error without adding the magnetic term moves the energy further from that more complete Hamiltonian.

The numerical check accompanying this answer computes both Hartree-Fock energies and compares their difference with these formulas.

Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
Hartree energy = 27.211386 eV
estimate per Z^3, 1/(8c^2) = 1.81130e-04 eV
one-electron shift (Z=1) = -1/16 /c^2 a.u.
pi*<delta(r12)> (Z=1) = 1/8 a.u.
Helium-like silicon ion, Z = 14, point nucleus
1s radius 1/Z = 0.03780 angstrom
Z/c = 0.10216
Dirac 1s energy, formula = -2673.7107 eV
Dirac 1s energy, basis = -2673.7104 eV
X2C 1s energy, basis = -2673.7104 eV
bare J nonrelativistic 5Z/8 = 238.0996 eV
bare J four-component = 239.0207 eV
bare J by quadrature = 239.0208 eV
bare J X2C untransformed = 239.5165 eV
bare J difference = 0.4958 eV
E(DC-HF) = -5111.4497 eV
E(X2C-HF) = -5110.9868 eV
E(X2C-HF) - E(DC-HF) = 0.4629 eV
same, finer basis = 0.4629 eV
estimate Z^3/(8c^2) = 0.4970 eV
HF contact estimate = 0.4641 eV
screening factor = 0.9345
relativistic factor f = 0.9975
estimate*screening*f = 0.4633 eV
E(1/r12 transformed) - E(DC-HF) = -4.48e-05 eV
pyscf deviation, DC-HF = 9.7e-08 eV
pyscf deviation, X2C-HF = 9.4e-08 eV
f at Z/c = 0.02: 0.99987
<|grad W|^2>/Z^4 = 0.06891 a.u.
Z=20 remainder, computed = -1.853e-04 eV
Z=20 remainder, formula = -2.127e-04 eV
Table: X2C-DC (eV), Z^3/8c^2 (eV), HF contact (eV),
       ratio of first two, screening, f, screening*f
Z= 2    0.00087    0.00145    0.00087  0.5987  0.6007  0.9999  0.6006
Z=14    0.46292    0.49702    0.46414  0.9314  0.9345  0.9975  0.9322
Z=30    4.72384    4.89052    4.73763  0.9659  0.9691  0.9975  0.9667
Z=50   22.68588   22.64130   22.21475  1.0020  0.9814  1.0222  1.0032
Z=80  107.02044   92.73876   91.64413  1.1540  0.9883  1.1704  1.1568
```
